# Isotherm of the One-Dimensional Lattice Gas with Neighbour Interactions, part 2

A row of \(N\) equivalent adsorption sites, closed into a ring, is in equilibrium with a gas at temperature \(T\), pressure \(p\) and chemical potential \(\mu\). Site \(i\) has occupation \(n_i=0\) or \(1\), and \(\theta\) is the mean coverage. Two occupied nearest neighbours have the interaction energy \(w\), negative for attraction. We write \(\beta=1/kT\) and \(a=e^{\beta w}\). The question is whether the slope \(d\theta/d\ln z\), taken at fixed temperature, is finite for an infinite row. The activity is

\[
z=\frac{p}{p_0(T)} ,
\tag{4}
\]

where \(p_0\) is the pressure at which an isolated site is half full. Independent sites (\(a=1\)) follow the Langmuir isotherm \(\theta=z/(1+z)\).

The sum of all configuration weights is \(\Xi=\operatorname{Tr}M^N\), where the transfer matrix \(M\) has eigenvalues \(\lambda_\pm\) with ratio \(q=\lambda_-/\lambda_+\). For the infinite row \(\theta=d\ln\lambda_+/d\ln z\), and

\[
\langle n_0n_r\rangle-\theta^2=\theta(1-\theta)\,q^r ,
\tag{16}
\]

with correlation length \(-1/\ln|q|\) sites. Let \(h=\tfrac12(\ln z-\beta w)\). Half coverage lies at \(h=0\), or \(p=ap_0\), where

\[
M=\begin{pmatrix}1&\sqrt a\\ \sqrt a&1\end{pmatrix},
\tag{18}
\]

\[
q=\frac{1-\sqrt a}{1+\sqrt a}=-\tanh\frac{\beta w}{4}.
\tag{19}
\]

The slope there is

\[
\left.\frac{d\theta}{d\ln z}\right|_{\theta=1/2}=\frac14\,e^{-\beta w/2}.
\tag{11}
\]

The theorem is that for finite \(w\) and \(T>0\) the slope of the isolated infinite row is finite at every coverage. For \(N\) sites it cannot exceed \(N/4\). Under attraction, a bond between unlike neighbours is a wall of energy \(|w|/2\). At half coverage, stretches of like sites have mean length \(1+e^{-\beta w/2}\).

With \(m=2\theta-1\) and \(\theta>1/2\),

\[
\frac{p(\theta)}{p(1-\theta)}
=\exp\left[4\,\operatorname{arsinh}\frac{\sqrt a\,m}{\sqrt{1-m^2}}\right].
\tag{15}
\]

**Order of limits.** The infinite length was taken before any low-temperature limit. To see why this matters, return to a ring of \(N\) sites at \(h=0\) and use \(\sigma=2n-1=\pm1\). The mean of \(\sigma\) is zero by symmetry. The eigenvectors of (18) are \((1,\pm1)/\sqrt2\), and \(\sigma\) turns each into the other, apart from a sign. The trace therefore gives

\[
\langle\sigma_0\sigma_r\rangle=\frac{q^r+q^{N-r}}{1+q^N}.
\]

Summing over \(r=0,\dots,N-1\), the first term contributes \((1-q^N)/(1-q)\) and the second \(q\) times as much. Since \(n-\tfrac12=\sigma/2\), a factor \(1/4\) appears:

\[
\left.\frac{d\theta}{d\ln z}\right|_N=\frac14\,\frac{1+q}{1-q}\,\frac{1-q^N}{1+q^N}.
\tag{21}
\]

At fixed temperature and \(N\to\infty\), the last fraction tends to one and (11) returns. For attraction at fixed \(N\) and \(T\to0\), write \(q=1-\delta\) with small \(\delta\). The second fraction tends to \(2/\delta\) and the third to \(N\delta/2\), so the slope tends to \(N/4\), the largest value allowed for \(N\) sites. At \(\beta w=-30\) a ring of ten sites has slope 2.5, while the infinite row has \(8.2\times10^5\). Both are finite, but the ring is limited by its length and the infinite row by its walls.

**Mean field.** The simplest approximation replaces the probability that two neighbours are both occupied by \(\theta^2\), which neglects (16). The grand free energy per site, in units of \(kT\), is then

\[
f=\beta w\theta^2+\theta\ln\theta+(1-\theta)\ln(1-\theta)-\theta\ln z .
\]

Setting \(df/d\theta=0\) gives \(\ln z=\ln[\theta/(1-\theta)]+2\beta w\theta\). Its derivative is \(d\ln z/d\theta=1/[\theta(1-\theta)]+2\beta w\), so at half coverage

\[
\left.\frac{d\theta}{d\ln z}\right|_{\text{mean field}}=\frac{1}{4+2\beta w}.
\tag{22}
\]

For attraction this diverges at \(T=|w|/2k\). Below that temperature it is negative, half coverage is a maximum of \(f\), and the approximation predicts a jump between a dilute and a dense layer. For the isolated row this transition is false. For weak interaction, (11) and (22) both expand to \(1/4-\beta w/8\), and they part at the next order.

**The pressure scale for benzene.** Consider benzene lying flat in a row of sites along a step on a weakly binding metal surface at 250 K. The binding energy \(E=0.80\) eV at the step and the site spacing \(d=0.77\) nm are rough values for this kind of system. The neighbour energy \(w=-0.050\) eV is chosen to make the effect of attraction easy to see. It is about four times the direct interaction of two coplanar benzene molecules at this distance. Atom–atom estimates for the free pair give a dispersion attraction of 16 to 20 meV, an electrostatic repulsion of 4 to 5 meV and a net attraction near 12 meV. The slopes below therefore illustrate a strongly attracting row and are not predictions for benzene.

The adsorbed molecule has six hindered motions, with quanta \(\varepsilon_j\) of 5, 5, 5, 10, 12 and 12 meV. Treating them as harmonic and counting energies from the ground state gives the factor \(q_{\text{ads}}=\prod_j(1-e^{-\beta\varepsilon_j})^{-1}\), so that \(z=q_{\text{ads}}e^{\beta(E+\mu)}\). The harmonic form is approximate. If one of the 5 meV motions is the rotation about the surface normal in a sixfold cosine potential, its barrier is only about 60 meV and its factor is 11 to 14% larger, depending on whether 5 meV is read as the first level spacing or as the harmonic quantum. This would lower the pressure \(p_0\) found below by 10 to 12%. The internal vibrations are taken to be the same in the gas and on the surface, and they cancel.

For the ideal gas, \(e^{\beta\mu}=p\Lambda^3/(kT\,q_{\text{rot}})\), where \(\Lambda=h_{\text P}/\sqrt{2\pi m_{\text{mol}}kT}\), \(h_{\text P}\) is Planck's constant and \(m_{\text{mol}}\) the molecular mass. Comparison with (4) gives

\[
p_0=\frac{kT}{\Lambda^3}\,\frac{q_{\text{rot}}}{q_{\text{ads}}}\,e^{-\beta E}.
\tag{23}
\]

The classical rotational factor comes from phase space. Each angular momentum contributes \(\sqrt{2\pi I_jkT}\), and the orientations contribute \(8\pi^2\). The product is divided by \(h_{\text P}^3\) and by the symmetry number 12. With \(B=\hbar^2/2I\) for the two equal in-plane axes and \(C\) for the perpendicular axis, this gives

\[
q_{\text{rot}}=\frac{1}{12}\sqrt{\frac{\pi(kT)^3}{B^2C}} .
\]

On the surface, the twelve flat orientations related by the rotational symmetry of the molecule are assumed to be its only energy minima. Dividing twelve wells by 12 leaves one, so \(q_{\text{ads}}\) needs no further factor.

The rotational constants are taken from rounded bond lengths of 0.14 nm (C–C) and 0.11 nm (C–H); more accurate lengths lower \(q_{\text{rot}}\) and \(p_0\) by 1 to 2%. With \(kT=0.02154\) eV, \(\Lambda=0.01249\) nm, \(q_{\text{rot}}=5855\) and \(q_{\text{ads}}=1662\),

\[
p_0=\frac{0.02154\ \text{eV}}{(0.01249\ \text{nm})^3}\times\frac{5855}{1662}\times e^{-37.13}
\approx3.5\times10^{-6}\ \text{Torr}.
\]

**The isotherm at 250 K.** Here \(\beta w=-2.321\) and \(a=0.0982\). Half coverage lies at \(ap_0=3.4\times10^{-7}\) Torr, and the slope there is

\[
\frac{d\theta}{d\ln p}=\frac14e^{1.160}=0.80 ,
\]

against 0.25 for independent sites. By (15), raising the coverage from 0.1 to 0.9 takes a pressure factor of 5.1, where the Langmuir isotherm needs 81. The filling is steep but gradual. The correlation length is 1.5 sites, or 1.2 nm, and stretches of like sites average 4.2 sites.

Mean field places a critical temperature at 290 K and so predicts a jump at 250 K. At 300 K, above that temperature, its slope is 7.6 where the row has 0.66.

**Reaching equilibrium.** The flux of gas onto a surface is \((p/kT)\sqrt{kT/2\pi m_{\text{mol}}}=p/\sqrt{2\pi m_{\text{mol}}kT}\), the density times the mean velocity component towards the surface, with receding molecules counted as zero. If every molecule striking the area \(d^2\) stays, a site receives one in about 2 s at 250 K and the half-coverage pressure. At 200 K that pressure is \(2\times10^{-11}\) Torr and the time is \(3\times10^4\) s. At 150 K it is \(3\times10^{11}\) s. Migration from the terraces would shorten these times, but at 150 K the isotherm is out of practical reach. The theorem still describes equilibrium there.

**What the model leaves out.** Each change of slope below is relative to the value 0.80 at 250 K, taken at the half coverage of the altered row with the other parameters fixed.

- An energy \(w_2\) between second neighbours needs a matrix acting on pairs of sites. The step from \((n_i,n_{i+1})\) to \((n_{i+1},n_{i+2})\) has weight \(z^{n_{i+2}}e^{-\beta wn_{i+1}n_{i+2}-\beta w_2n_in_{i+2}}\). If attraction falls as the sixth power of distance, \(w_2=w/64\) and the slope rises by 3%. For \(w_2=w/10\) it rises by 23%. The square of this matrix has only positive elements, so the largest eigenvalue is again simple and exceeds the others in magnitude. A simple eigenvalue varies smoothly with \(\ln z\), so the second derivative of its logarithm, which is the slope, stays finite.
- Molecules may also settle between the assumed sites, because the atoms of a step are closer together than 0.77 nm. Suppose that each molecule covers three adjacent positions and attracts only a molecule that it touches. Let \(\ln\lambda\) be the value of \(\ln\Xi\) per position. A molecule followed by \(j\) empty positions then has the weight \(z\lambda^{-3-j}\), multiplied by \(e^{-\beta w}\) if \(j=0\). These weights must sum to one, so \(z\lambda^{-3}[e^{-\beta w}+1/(\lambda-1)]=1\). With \(\theta=3\,d\ln\lambda/d\ln z\), the slope falls to 0.47, or by 41%.
- An open row of 50 sites has a slope 4% lower.
- A random spread of binding energies of 20 meV rms lowers the slope to 0.52, or by 35%, in a sample row of 20,000 sites.
- Terrace sites, with a binding energy of 0.65 eV and the same vibrations, are about \(10^{-4}\) full at the half-coverage pressure.

Coupling between parallel rows matters in principle, because the theorem concerns an isolated row. Let \(W\) be the energy of one molecule with a completely filled neighbouring row. In mean field, two such rows replace \(\ln z\) by \(\ln z-2\beta W\theta\). If \(s\) is the slope of the isolated row, then \(d\theta=s(d\ln z-2\beta W\,d\theta)\), so

\[
\frac{d\theta}{d\ln z}=\frac{s}{1+2\beta Ws}.
\tag{24}
\]

For rows 3.0 nm apart, scaling the assumed \(w\) with the sixth power of distance gives \(W=-0.066\) meV, which raises the slope by 0.5% at 250 K. By itself it would make (24) diverge near 58 K. Mean field overestimates this temperature: the exact condition for a square lattice with \(W\) as a single bond between rows gives about 52 K. Suppose that each molecule has a dipole \(P\) of 1 debye normal to the surface, an assumed size that includes the equal image dipole in the metal. The field of one such dipole acts on the real half of another, so two of them at a distance \(r\) repel with the energy \(P^2/(8\pi\varepsilon_0r^3)\). Summed over a filled neighbouring row, this gives a repulsion of 0.090 meV, which outweighs the attraction. Whether real rows condense together therefore depends on small energies that are not known here.

**The model beside the real case.** The binding energies are of the size expected for flat benzene on weakly binding metals. The neighbour energy is not: the direct interaction is probably an attraction near 0.01 eV, and interactions carried by the metal may change its size and even its sign. With \(w=-0.012\) eV the slope at 250 K would be 0.33, and with \(w=-0.005\) eV it would be 0.28, close to the value for independent sites. By (11), the slopes for \(w\) and \(-w\) multiply to \(1/16\), so a repulsion of 0.050 eV would give 0.078 in place of 0.80. An error of 0.05 eV in the binding energy shifts every pressure by a factor of ten but leaves the slope against \(\ln p\) unchanged. Real steps have kinks and defects, which break the assumption of equivalent sites. Among the bulleted changes, the intermediate positions move the slope most, but replacing \(w\) by a value near \(-0.01\) eV would move it further. The numerical output gives the remaining values.

## Calculated quantities

```
Temperature: 250 K; neighbour energy w: -0.050 eV
Binding at step: 0.80 eV; on terrace: 0.65 eV
Site spacing: 0.77 nm; row distance: 3.0 nm
Frustrated modes (meV): 5 5 5 10 12 12
C-C length: 0.14 nm; C-H length: 0.11 nm
Molecular mass: 78.11 u; symmetry: 12
kT: 21.54 meV; w/kT: -2.3209; a: 0.09818
Thermal wavelength: 0.01249 nm
Rotational partition function: 5855.3
Adsorbed-mode partition function: 1661.5
Reference pressure p0: 3.491e-06 Torr
Pressure at coverage 0.1: 1.520e-07 Torr
Pressure at coverage 0.5: 3.427e-07 Torr
Pressure at coverage 0.9: 7.727e-07 Torr
Pressure ratio 0.9 to 0.1: 5.08
Langmuir pressure ratio 0.9 to 0.1: 81.0
Half-coverage slope dtheta/dlnp: 0.7978
Langmuir half-coverage slope: 0.2500
Slope dtheta/dmu: 37.03 per eV
Slope dtheta/dp: 2.328e+06 per Torr
Eigenvalue ratio q: 0.5228
Correlation length: 1.542 sites = 1.187 nm
Unlike neighbour fraction: 0.2386
Mean domain length: 4.191 sites
Mean-field critical temperature: 290.1 K
T (K) | slope | mean-field slope | p_half (Torr) | fill time (s)
300 | 0.6575 | 7.586 | 2.04e-04 | 3.61e-03
250 | 0.7978 | -1.558 | 3.43e-07 | 1.96e+00
200 | 1.0664 | -0.555 | 2.15e-11 | 2.80e+04
150 | 1.7294 | -0.268 | 1.81e-18 | 2.87e+11
100 | 4.5487 | -0.132 | 9.56e-33 | 4.44e+25
Repulsive case w/kT = 2.0: half-coverage slope 0.0920
Same case: largest slope 0.1113 at coverages 0.261 and 0.739
Ring of 10, w/kT = -30: slope 2.5000
Infinite row, w/kT = -30: slope 8.173e+05
Slope with second-neighbour energy -0.78 meV: 0.8239
Slope with second-neighbour energy -5.00 meV: 0.9824
Slope for open row of 50 sites: 0.7627
Slope with 20 meV rms binding spread: 0.520
Row coupling, van der Waals: -0.0656 meV per site
Row coupling, 1 debye dipoles: 0.0901 meV per site
Slope factor from van der Waals rows: 1.0049
Estimated row-ordering temperature, attraction only: 57.8 K
Terrace coverage at p_half: 9.29e-05
Pressure factor for 0.05 eV binding error: 10.18
```
